# Assembling the B2PLYP energy of CO by hand: a program that tests the result

```python
"""B2PLYP energy of closed-shell CO, assembled from its pieces.

Result under test (hartree atomic units):
  E = Enn + E1 + EJ + 0.53 ExHF + 0.47 ExB88 + 0.73 EcLYP + 0.27 EPT2
Enn: nuclear repulsion; E1: kinetic plus nuclear attraction; EJ: Coulomb;
ExHF: Fock exchange; ExB88, EcLYP: density functionals; EPT2: second-order
doubles energy with the orbitals and eigenvalues of the hybrid SCF run.
F is the full Hartree-Fock operator built from the hybrid orbitals.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, dft, mp, fci, ao2mo, lib

lib.num_threads(1)
AX, CC = 0.53, 0.27
BOND = 1.13  # angstrom, chosen
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
EV = const.physical_constants["Hartree energy in eV"][0]
XC = f"{AX}*HF + {1 - AX:.2f}*B88, {1 - CC:.2f}*LYP"


def b88_density(rho, grad2):
    """Closed-shell B88 exchange energy per volume."""
    beta = 0.0042
    rs = rho / 2
    x = np.sqrt(grad2) / 2 / rs**(4 / 3)
    slater = 1.5 * (3 / (4 * np.pi))**(1 / 3)
    return -2 * rs**(4 / 3) * (
        slater + beta * x**2 / (1 + 6 * beta * x * np.arcsinh(x)))


def lyp_density(rho, grad2):
    """Closed-shell LYP correlation energy per volume."""
    a, b, c, d = 0.04918, 0.132, 0.2533, 0.349
    r = rho**(-1 / 3)
    cf = 0.3 * (3 * np.pi**2)**(2 / 3)
    omega = np.exp(-c * r) / (1 + d * r) * rho**(-11 / 3)
    delta = c * r + d * r / (1 + d * r)
    return (-a * rho / (1 + d * r) - a * b * omega * (
        cf * rho**(14 / 3) - rho**2 * grad2 * (3 + 7 * delta) / 72))


class Run:
    """Hybrid SCF run together with the integrals needed afterwards."""

    def __init__(self, basis):
        self.mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, BOND / BOHR)]],
                         unit="Bohr", basis=basis, verbose=0)
        packed = self.mol.intor("int2e", aosym="s8")
        self.eri = ao2mo.restore(1, packed, self.mol.nao)
        self.h = scf.hf.get_hcore(self.mol)
        self.nocc = self.mol.nelectron // 2
        mf = dft.RKS(self.mol)
        mf.xc, mf.chkfile, mf._eri = XC, None, packed
        mf.grids.level = 3
        mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-6
        mf.kernel()
        assert mf.converged
        self.mf, self.C, self.eps = mf, mf.mo_coeff, mf.mo_energy
        self.ao = None

    def jk(self, dm):
        n = len(dm)
        J = (self.eri.reshape(n * n, n * n) @ dm.ravel()).reshape(n, n)
        K = np.einsum("ikjl,kl->ij", self.eri, dm, optimize=True)
        return J, K

    def density_matrix(self, C):
        return 2 * C[:, :self.nocc] @ C[:, :self.nocc].T

    def fock_hf(self, C):
        J, K = self.jk(self.density_matrix(C))
        return C.T @ (self.h + J - K / 2) @ C

    def pieces(self, C):
        dm = self.density_matrix(C)
        J, K = self.jk(dm)
        if self.ao is None:
            self.ao = dft.numint.eval_ao(
                self.mol, self.mf.grids.coords, deriv=1)
        half = self.ao[0] @ dm
        rho = np.einsum("gi,gi->g", half, self.ao[0])
        grad = 2 * np.einsum("gi,xgi->xg", half, self.ao[1:])
        keep = rho > 1e-10
        w, rho = self.mf.grids.weights[keep], rho[keep]
        grad2 = (grad[:, keep]**2).sum(axis=0)
        return dict(nn=self.mol.energy_nuc(), one=np.sum(dm * self.h),
                    J=np.sum(dm * J) / 2, xhf=-np.sum(dm * K) / 4,
                    b88=w @ b88_density(rho, grad2),
                    lyp=w @ lyp_density(rho, grad2), nelec=w @ rho)

    def pt2(self, C, eps, ncore=0):
        """Opposite-spin and same-spin doubles energies."""
        o, v = C[:, ncore:self.nocc], C[:, self.nocc:]
        g = np.einsum("pqrs,pi,qa,rj,sb->iajb", self.eri, o, v, o, v,
                      optimize=True)
        eo, ev = eps[ncore:self.nocc], eps[self.nocc:]
        den = (eo[:, None, None, None] - ev[None, :, None, None]
               + eo[None, None, :, None] - ev[None, None, None, :])
        opposite = np.sum(g * g / den)
        same = np.sum(g * (g - g.transpose(0, 3, 2, 1)) / den)
        return opposite, same

    def singles(self, C, eps):
        n = self.nocc
        f = self.fock_hf(C)[:n, n:]
        return 2 * np.sum(f**2 / (eps[:n, None] - eps[None, n:]))


def scf_sum(p):
    return (p["nn"] + p["one"] + p["J"] + AX * p["xhf"]
            + (1 - AX) * p["b88"] + (1 - CC) * p["lyp"])


def hf_sum(p):
    return p["nn"] + p["one"] + p["J"] + p["xhf"]


# Second-order energy from its definition: a sum over all determinants.
small = Run("sto-3g")
norb, nel = small.mol.nao, (small.nocc, small.nocc)
h_mo = small.C.T @ small.h @ small.C
g_mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", small.eri, small.C, small.C,
                 small.C, small.C, optimize=True)
strings = [int(s) for s in
           fci.cistring.make_strings(range(norb), small.nocc)]
level = np.array([bin(s >> small.nocc).count("1") for s in strings])
e_str = np.array([sum(small.eps[p] for p in range(norb) if s >> p & 1)
                  for s in strings])
ref = np.zeros((len(strings), len(strings)))
ref[0, 0] = 1
h_full = fci.direct_spin1.absorb_h1e(h_mo, g_mo, norb, nel, 0.5)
coupling = fci.direct_spin1.contract_2e(h_full, ref, norb, nel)
coupling = np.asarray(coupling).reshape(ref.shape)
gap = e_str[:, None] + e_str[None, :] - 2 * e_str[0]
rank = level[:, None] + level[None, :]
det_sum = {k: -np.sum(coupling[rank == k]**2 / gap[rank == k])
           for k in (1, 2)}
small_doubles = sum(small.pt2(small.C, small.eps))
small_singles = small.singles(small.C, small.eps)
assert abs(det_sum[2] - small_doubles) < 1e-8
assert abs(det_sum[1] - small_singles) < 1e-8
assert np.max(np.abs(coupling[rank > 2])) < 1e-9
assert abs(coupling[0, 0] + small.mol.energy_nuc()
           - hf_sum(small.pieces(small.C))) < 1e-8

# Main run: every piece by hand against the SCF program and libxc.
run = Run("cc-pvdz")
C, eps, n = run.C, run.eps, run.nocc
p = run.pieces(C)
e_scf = scf_sum(p)
assert abs(e_scf - run.mf.e_tot) < 1e-6
dm = run.density_matrix(C)
for name, code in (("b88", "B88,"), ("lyp", ",LYP")):
    library = run.mf._numint.nr_rks(run.mol, run.mf.grids, code, dm)[1]
    assert abs(library - p[name]) < 1e-6
assert abs(p["nelec"] - run.mol.nelectron) < 2e-3  # finite grid

# Orbital rotation: flat for the hybrid energy, sloped for the HF energy.
F = run.fock_hf(C)
i, a = np.unravel_index(np.argmax(np.abs(F[:n, n:])), (n, len(eps) - n))
a += n


def rotated(theta):
    R = C.copy()
    R[:, i] = np.cos(theta) * C[:, i] + np.sin(theta) * C[:, a]
    R[:, a] = np.cos(theta) * C[:, a] - np.sin(theta) * C[:, i]
    q = run.pieces(R)
    return np.array([scf_sum(q), hf_sum(q)])


t = 0.01
slope = (8 * (rotated(t) - rotated(-t))
         - (rotated(2 * t) - rotated(-2 * t))) / (12 * t)
assert abs(slope[0]) < 2e-5
assert abs(slope[1] - 4 * F[i, a]) < 2e-5
assert abs(F[i, a]) > 1e-3

# Second-order part and the final energy.
opp, same = run.pt2(C, eps)
pt2 = opp + same
total = e_scf + CC * pt2
frozen = sum(run.pt2(C, eps, ncore=2))
single = run.singles(C, eps)

# Ordinary MP2 on Hartree-Fock orbitals, for contrast.
hf = scf.RHF(run.mol)
hf.chkfile, hf.conv_tol = None, 1e-11
hf.kernel()
assert hf.converged
mp2 = sum(run.pt2(hf.mo_coeff, hf.mo_energy))
assert abs(mp2 - mp.MP2(hf).kernel()[0]) < 1e-7
pt2_hf_den = sum(run.pt2(C, np.diag(F)))
# Denominators, not orbital shapes, make most of the difference.
assert abs(pt2 - pt2_hf_den) > abs(pt2_hf_den - mp2)

big = Run("cc-pvtz")
big_pt2 = sum(big.pt2(big.C, big.eps))
big_total = big.mf.e_tot + CC * big_pt2


def show(label, value, unit="hartree", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("CO bond length", BOND, "angstrom", 2)
print("cc-pVDZ basis functions:", run.mol.nao)
show("electrons on the grid", p["nelec"], "(count)")
show("nuclear repulsion Enn", p["nn"])
show("one-electron energy E1", p["one"])
show("Coulomb energy EJ", p["J"])
show("Fock exchange, unweighted", p["xhf"])
show("B88 exchange, unweighted", p["b88"])
show("LYP correlation, unweighted", p["lyp"])
show("0.53 x Fock exchange", AX * p["xhf"])
show("0.47 x B88 exchange", (1 - AX) * p["b88"])
show("0.73 x LYP correlation", (1 - CC) * p["lyp"])
show("SCF energy, sum by hand", e_scf)
show("SCF energy, from the SCF program", run.mf.e_tot)
show("PT2 opposite-spin", opp)
show("PT2 same-spin", same)
show("PT2 total, all electrons", pt2)
show("0.27 x PT2", CC * pt2)
show("B2PLYP energy", total)
show("B2PLYP energy", total * EV, "eV", 3)
show("hybrid HOMO eigenvalue", eps[n - 1])
show("hybrid LUMO eigenvalue", eps[n])
show("HF HOMO eigenvalue", hf.mo_energy[n - 1])
show("HF LUMO eigenvalue", hf.mo_energy[n])
show("MP2 correlation on HF orbitals", mp2)
show("PT2, hybrid orbitals, diagonal-F denominators", pt2_hf_den)
show("error if MP2 replaces PT2", CC * (mp2 - pt2))
show("error if LYP keeps full weight (fixed orbitals)", CC * p["lyp"])
show("error if PT2 is not scaled", (1 - CC) * pt2)
show("omitted singles, unweighted", single)
show("omitted singles x 0.27", CC * single)
show("PT2 with two frozen core orbitals", frozen)
show("B2PLYP energy, frozen core", e_scf + CC * frozen)
print(f"rotated pair (orbitals from 1): {i + 1}, {a + 1}")
show("F element of that pair", F[i, a])
show("HF-energy slope", slope[1], "hartree/rad")
print(f"hybrid-energy slope: {slope[0]:.1e} hartree/rad")
show("STO-3G doubles, determinant sum", det_sum[2], digits=8)
show("STO-3G doubles, orbital formula", small_doubles, digits=8)
show("STO-3G singles, determinant sum", det_sum[1], digits=8)
show("STO-3G singles, orbital formula", small_singles, digits=8)
print("STO-3G determinants:", ref.size)
print("cc-pVTZ basis functions:", big.mol.nao)
show("cc-pVTZ SCF energy", big.mf.e_tot)
show("cc-pVTZ PT2", big_pt2)
show("cc-pVTZ B2PLYP energy", big_total)
show("SCF change, DZ to TZ", big.mf.e_tot - run.mf.e_tot)
show("0.27 x PT2 change, DZ to TZ", CC * (big_pt2 - pt2))
print("tests ok")
```

It prints:

```
CO bond length: 1.13 angstrom
cc-pVDZ basis functions: 28
electrons on the grid: 14.000000 (count)
nuclear repulsion Enn: 22.478324 hartree
one-electron energy E1: -198.227139 hartree
Coulomb energy EJ: 76.330626 hartree
Fock exchange, unweighted: -13.327702 hartree
B88 exchange, unweighted: -13.398289 hartree
LYP correlation, unweighted: -0.484465 hartree
0.53 x Fock exchange: -7.063682 hartree
0.47 x B88 exchange: -6.297196 hartree
0.73 x LYP correlation: -0.353659 hartree
SCF energy, sum by hand: -113.132727 hartree
SCF energy, from the SCF program: -113.132727 hartree
PT2 opposite-spin: -0.267294 hartree
PT2 same-spin: -0.096873 hartree
PT2 total, all electrons: -0.364167 hartree
0.27 x PT2: -0.098325 hartree
B2PLYP energy: -113.231052 hartree
B2PLYP energy: -3081.174 eV
hybrid HOMO eigenvalue: -0.446629 hartree
hybrid LUMO eigenvalue: 0.051164 hartree
HF HOMO eigenvalue: -0.549029 hartree
HF LUMO eigenvalue: 0.153895 hartree
MP2 correlation on HF orbitals: -0.291129 hartree
PT2, hybrid orbitals, diagonal-F denominators: -0.304352 hartree
error if MP2 replaces PT2: 0.019720 hartree
error if LYP keeps full weight (fixed orbitals): -0.130805 hartree
error if PT2 is not scaled: -0.265842 hartree
omitted singles, unweighted: -0.003420 hartree
omitted singles x 0.27: -0.000923 hartree
PT2 with two frozen core orbitals: -0.359733 hartree
B2PLYP energy, frozen core: -113.229855 hartree
rotated pair (orbitals from 1): 1, 22
F element of that pair: -0.025276 hartree
HF-energy slope: -0.101103 hartree/rad
hybrid-energy slope: -5.6e-08 hartree/rad
STO-3G doubles, determinant sum: -0.17491390 hartree
STO-3G doubles, orbital formula: -0.17491390 hartree
STO-3G singles, determinant sum: -0.00187277 hartree
STO-3G singles, orbital formula: -0.00187277 hartree
STO-3G determinants: 14400
cc-pVTZ basis functions: 60
cc-pVTZ SCF energy: -113.165656 hartree
cc-pVTZ PT2: -0.465047 hartree
cc-pVTZ B2PLYP energy: -113.291218 hartree
SCF change, DZ to TZ: -0.032929 hartree
0.27 x PT2 change, DZ to TZ: -0.027237 hartree
tests ok
```
